\section*{Surface Transfer and Recombination Rates from Intensity-Modulated Photocurrent Spectra}

\section{What a direct reading returns}

Take a model photoanode whose surface holes pass to the solution at $5\ \mathrm{s^{-1}}$ and recombine at $20\ \mathrm{s^{-1}}$. Modulate the light slightly, plot the complex photocurrent response, and read the semicircle directly: its peak frequency as the sum of the two rates, and the ratio of its low- to its high-frequency intercept as the fraction transferred. At a steady hole current of $100\ \mathrm{\mu A/cm^2}$, with both rate constants held fixed, this reading returns $24.8$ and $148\ \mathrm{s^{-1}}$. The semicircle is sound, but its parameters are not the two rate constants. Part of the difference comes from the two capacitances of the interface, and most of it from the electrical feedback of the stored holes on the rates.

The algebra uses atomic units, with $e=1$ and $4\pi\varepsilon_0=1$, so that a charge density is also a number density and the thermal voltage is $V_T=k_BT$. Numbers are given in engineering units. Small signals vary as $e^{i\omega t}$, and anodic current is positive.

\section{The simplest electrode}

Light sends a hole current density $J$ to the surface of an n-type semiconductor. The surface stores a hole charge $Q$ per area, which transfers to the solution at the rate $J_t=k_tQ$ or recombines with conduction electrons at the rate $J_r=k_rQ$. Conservation of holes gives
\begin{equation}
\frac{dQ}{dt}=J-J_r-J_t .
\label{balance}
\end{equation}
Let $k_t$ and $k_r$ be constant for now. A small modulation obeys $i\omega\,\delta Q=\delta J-(k_t+k_r)\delta Q$, so
\begin{equation}
\delta Q=\frac{\delta J}{k_t+k_r+i\omega}.
\label{dq}
\end{equation}
Suppose also that the external current is the hole current less the electron current that feeds recombination, $j=J-J_r$. The next section shows what this requires. Then
\begin{equation}
\frac{\delta j}{\delta J}=1-\frac{k_r}{k_t+k_r+i\omega}
=\frac{k_t+i\omega}{k_t+k_r+i\omega}.
\label{simple}
\end{equation}

Two limits test this. Without recombination, $k_r=0$, the response is 1 at every frequency, since each arriving hole is matched by an electron leaving through the contact. Without transfer, $k_t=0$, the response vanishes as $\omega\to0$: in the steady state every hole recombines. At high frequency it tends to 1, because the stored charge cannot follow the light and recombination stays constant.

\section{Two capacitances and a resistance}

Let $V_s$ be the potential of the semiconductor bulk minus that of its surface, and $V_H$ the potential of the surface minus that of the solution. The space-charge layer has capacitance $C_s$ per area and the Helmholtz layer $C_H$. The same total current, conduction plus charging, crosses both layers:
\begin{align}
j&=J-J_r+C_s\frac{dV_s}{dt},\label{left}\\
j&=J_t+C_H\frac{dV_H}{dt}.\label{right}
\end{align}
Subtracting the first from the second and using (\ref{balance}) gives $dQ/dt=C_H\,dV_H/dt-C_s\,dV_s/dt$, which is Gauss's law for the charge between the two layers.

The applied voltage is fixed and the current passes a series resistance $R$, so $\delta V_s+\delta V_H+R\,\delta j=0$. Multiply this by $i\omega$ and insert the voltages from (\ref{left}) and (\ref{right}):
\begin{equation}
\frac{\delta j-\delta J+\delta J_r}{C_s}+\frac{\delta j-\delta J_t}{C_H}+i\omega R\,\delta j=0 .
\end{equation}
Define
\begin{equation}
C=C_s+C_H,\qquad g=\frac{C_H}{C},\qquad \tau=\frac{RC_sC_H}{C}.
\end{equation}
Multiplication by $C_sC_H/C$ turns $1/C_s+1/C_H$ into 1, $1/C_s$ into $g$ and $1/C_H$ into $1-g$. Hence
\begin{equation}
(1+i\omega\tau)\,\delta j=g(\delta J-\delta J_r)+(1-g)\,\delta J_t .
\label{current}
\end{equation}
The assumption $j=J-J_r$ is thus the limit $g\to1$, $\omega\tau\to0$.

With constant rate constants, (\ref{dq}) gives $\delta J_r=k_r\delta Q$ and $\delta J_t=k_t\delta Q$. Over the common denominator the right side of (\ref{current}) has the numerator
\begin{equation}
g(k_t+i\omega)+(1-g)k_t=k_t+i\omega g ,
\end{equation}
so that
\begin{equation}
\frac{\delta j}{\delta J}=\frac{k_t+i\omega g}{(k_t+k_r+i\omega)(1+i\omega\tau)} .
\label{rc}
\end{equation}
As $\omega\to0$ the capacitances drop out, as they must for a steady current. In the window $k_t+k_r\ll\omega\ll1/\tau$ the response is $g$, not 1. A hole that has reached the surface but gone no further has crossed one of two capacitors in series, and it drives only the fraction $g$ of its charge through the outer circuit.

\section{Feedback of the stored charge on the rates}

Recombination needs electrons at the surface. Their density is proportional to $e^{-V_s/V_T}$ when they are non-degenerate and in equilibrium with the bulk. Transfer may in turn depend on the Helmholtz voltage. About the operating point, take
\begin{equation}
J_r=k_re^{-\delta V_s/V_T}Q,\qquad J_t=k_te^{\beta\,\delta V_H/V_T}Q ,
\end{equation}
where $k_r$ and $k_t$ are now the values at that point and $\beta$ is a number. The steady charge is $Q_0=J_0/(k_t+k_r)$.

First let $R\to0$. Then $\delta V_H=-\delta V_s$, and Gauss's law, $\delta Q=C_H\delta V_H-C_s\delta V_s$, gives
\begin{equation}
\delta V_s=-\frac{\delta Q}{C},\qquad \delta V_H=\frac{\delta Q}{C}.
\end{equation}
Extra holes lower the band bending, which brings more electrons to the surface. To first order,
\begin{align}
\delta J_r&=k_r\delta Q-\frac{k_rQ_0}{V_T}\delta V_s=K_r\delta Q,
&K_r&=k_r(1+\lambda),\label{Kr}\\
\delta J_t&=k_t\delta Q+\frac{\beta k_tQ_0}{V_T}\delta V_H=K_t\delta Q,
&K_t&=k_t(1+\beta\lambda),\label{Kt}
\end{align}
with the feedback number
\begin{equation}
\lambda=\frac{Q_0}{CV_T}.
\end{equation}
It is the voltage produced by the steady surface charge, in units of the thermal voltage. The algebra that led to (\ref{rc}) is unchanged, with $K_t$, $K_r$ in place of $k_t$, $k_r$. Writing $K=K_t+K_r$,
\begin{equation}
H\equiv\frac{\delta j}{\delta J}=\frac{K_t+i\omega g}{(K+i\omega)(1+i\omega\tau)} .
\label{main}
\end{equation}
Within the model this holds at any $R$ when $\lambda\to0$, and at any $\lambda$ when $R\to0$.

The limit $\omega\to0$ has a direct check. In a steady state $j=J_t$ and $J=J_t+J_r$, so the slope of photocurrent against hole current is $dJ_t/d(J_t+J_r)=K_t/K$. This differential yield differs from the steady yield
\begin{equation}
y=\frac{j_0}{J_0}=\frac{k_t}{k_t+k_r}
\end{equation}
unless $\beta=1$, $\lambda=0$, or one of the two rates vanishes.

When $R$ and $\lambda$ are both finite, a further term appears. Putting $\delta V_H=-\delta V_s-R\,\delta j$ into Gauss's law gives $\delta V_s=-\delta Q/C-gR\,\delta j$, so that
\begin{equation}
\delta J_r=K_r\delta Q+\rho\,\delta j,\qquad
\rho=\frac{k_rQ_0gR}{V_T}=k_r\lambda RC_H .
\end{equation}
The matching term in $\delta J_t$ is smaller by the factor $\beta k_tC_s/(k_rC_H)$, which is about $0.014$ in the example below, and is dropped. In the reciprocal response derived next, its weight at zero frequency is magnified by $K_r/K_t$, so the shift there exceeds $\rho$ by about 7\% in that example; near the peak and above, the difference is about 1\% of $\rho$ or less. The hole balance becomes $(K+i\omega)\delta Q=\delta J-\rho\,\delta j$. In (\ref{current}) the combination $\delta J-\rho\,\delta j$ likewise replaces $\delta J$, so
\begin{equation}
(1+i\omega\tau)\,\delta j=\frac{K_t+i\omega g}{K+i\omega}\,(\delta J-\rho\,\delta j).
\end{equation}
Division by $\delta j$ and by the fraction shows that the reciprocal response is shifted by a real constant:
\begin{equation}
\frac{\delta J}{\delta j}=\frac1H+\rho .
\label{recip}
\end{equation}

\section{Reading the semicircle}

Let $a=K_t/K$ and first set $\tau=0$. Then
\begin{equation}
H_0=\frac{K_t+i\omega g}{K+i\omega}=g-(g-a)\frac{K}{K+i\omega}.
\end{equation}
Since $K/(K+i\omega)=\tfrac12[1+(K-i\omega)/(K+i\omega)]$, and the last fraction is $e^{-2i\theta}$ with $\tan\theta=\omega/K$,
\begin{equation}
H_0=\frac{g+a}{2}-\frac{g-a}{2}\,e^{-2i\theta},\qquad 0\le\theta<\frac{\pi}{2}.
\end{equation}
This is a semicircle from $a$ to $g$. Its imaginary part, $\tfrac12(g-a)\sin2\theta$, has its extremum at $\theta=\pi/4$, that is at $\omega=K$. It is positive if $gK>K_t$, or
\begin{equation}
K_r>K_t\,\frac{C_s}{C_H}.
\end{equation}
At equality the semicircle shrinks to a point, and beyond it the arc lies below the axis. The same $H_0$ governs a small step of light: $\delta j(t)=\delta J\,[a+(g-a)e^{-Kt}]$, a spike that decays when $g>a$.

Now restore $\tau$. Multiplying numerator and denominator of (\ref{main}) by $(K-i\omega)(1-i\omega\tau)$ gives the numerator $(A+iB)(1-i\omega\tau)$, with
\begin{equation}
A=K_tK+g\omega^2,\qquad B=\omega(gK-K_t).
\end{equation}
At a real-axis crossing with $\omega\neq0$ the imaginary part vanishes, $B=\omega\tau A$, or $gK-K_t=\tau(K_tK+g\omega_c^2)$. Hence
\begin{equation}
\omega_c^2=\frac{gK-K_t-\tau K_tK}{g\tau}.
\label{wc}
\end{equation}
The real part of the numerator is then $A+\omega_c\tau B=A(1+\omega_c^2\tau^2)$. The bracket cancels against the denominator and leaves $H_c=A/(K^2+\omega_c^2)$. Here $A=(gK-K_t)/\tau$, and (\ref{wc}) gives $K^2+\omega_c^2=(gK-K_t)(1+K\tau)/(g\tau)$. Therefore
\begin{equation}
H_c=\frac{g}{1+K\tau}.
\label{hc}
\end{equation}
If the right side of (\ref{wc}) is not positive there is no crossing, and this recipe fails.

The peak also moves. For $K\tau\ll1$ and frequencies near $K$, $H\approx H_0(1-i\omega\tau)$. With $x=\omega/K$,
\begin{equation}
\operatorname{Im}H\approx(g-a)\frac{x}{1+x^2}-K\tau\,\frac{ax+gx^3}{1+x^2}.
\end{equation}
Near $x=1+\delta$ the derivative of the first term is $-(g-a)\delta/2$. The derivative of the last fraction at $x=1$ is $[2(a+3g)-2(a+g)]/4=g$. Setting the total to zero gives
\begin{equation}
\omega_p\approx K\left(1-\frac{2gK\tau}{g-a}\right).
\label{peak}
\end{equation}

The term $\rho$ shifts the peak as well. By (\ref{recip}) it adds $-\rho H_0^2$ to the response at first order, with imaginary part $-2\rho(g-a)(ax+gx^3)/(1+x^2)^2$. The derivative of the last fraction at $x=1$ is $[4(a+3g)-8(a+g)]/16=(g-a)/4$. Balancing against $-(g-a)\delta/2$ gives the further relative shift $\delta=-\rho(g-a)$.

\section{Recovering the rate constants}

The ratio $r=H(0)/H_c$ does not need the absolute modulation depth of the hole current. From (\ref{hc}), and inverting (\ref{peak}),
\begin{equation}
a=\frac{rg}{1+K\tau},\qquad K=\frac{\omega_p}{1-2gK\tau/(g-a)} .
\label{read}
\end{equation}
Start from $K=\omega_p$ and iterate. Then $K_t=aK$ and $K_r=(1-a)K$.

To remove the feedback, define the rate $m=J_0/(CV_T)$, so that $\lambda=m/(k_t+k_r)$. Then $k_r\lambda=(1-y)m$ and $k_t\lambda=ym$, and (\ref{Kr}) and (\ref{Kt}) become linear:
\begin{equation}
K_r=k_r+(1-y)m,\qquad K_t=k_t+\beta ym .
\end{equation}
With the steady yield measured,
\begin{equation}
k_r=K_r-(1-y)m,\qquad k_t=\frac{y}{1-y}\,k_r,\qquad \beta=\frac{K_t-k_t}{ym}.
\label{recover}
\end{equation}
The spectrum therefore gives the differential rates once $g$ and $\tau$ are known, that is, the two capacitances and the series resistance. The rate constants also need $J_0$ and the steady photocurrent. An error in $K_r$ passes undiminished into $k_r$, so its relative size grows by $K_r/k_r=1+\lambda$; strong light makes the subtraction ill-conditioned.

\section{A worked electrode}

The parameters are rough values in the regime of a hematite photoanode in strong alkali: relative permittivity $\varepsilon=32$, donor density $N=10^{19}\ \mathrm{cm^{-3}}$, band bending $V_s=0.5$ V, $C_H=20\ \mathrm{\mu F/cm^2}$, $R=20\ \mathrm{\Omega\,cm^2}$ and 298 K.

The space-charge capacitance follows from Poisson's equation. For the local band bending $u$ it reads $u''=(4\pi N/\varepsilon)(1-e^{-u/V_T})$. Multiply by $u'$ and integrate from the bulk, where $u=u'=0$. At the surface $e^{-V_s/V_T}$ is negligible, so the field $F$ obeys $F^2=8\pi N(V_s-V_T)/\varepsilon$. Differentiating the charge $\varepsilon F/4\pi$ with respect to $V_s$ gives
\begin{equation}
C_s=\frac{\varepsilon}{4\pi W},\qquad W^2=\frac{\varepsilon(V_s-V_T)}{2\pi N}.
\end{equation}
Here $W=12.95$ nm and $C_s=2.19\ \mathrm{\mu F/cm^2}$, so $g=0.901$ and $\tau=39.4\ \mathrm{\mu s}$.

Take $k_t=5\ \mathrm{s^{-1}}$, $k_r=20\ \mathrm{s^{-1}}$, $\beta=0.5$ and $J_0=10\ \mathrm{\mu A/cm^2}$. Then $Q_0=10/25=0.4\ \mathrm{\mu C/cm^2}$ and $\lambda=0.4/(22.19\times0.02569)=0.702$. The differential rates are $K_t=5(1+0.351)=6.75$ and $K_r=20(1.702)=34.0\ \mathrm{s^{-1}}$.

A synthetic spectrum was computed by linearizing the circuit equations at the operating point and solving the resulting two linear equations at each frequency, with $R$ kept in the feedback. A numerical search finds the peak at $\omega_p=40.46$ rad/s, or 6.44 Hz. The intercepts are $0.1654$ at zero frequency and $0.8954$ at the crossing, which lies at 146 Hz.

These numbers can be traced. The sum $K=40.78\ \mathrm{s^{-1}}$ gives $K\tau=0.0016$, so (\ref{peak}) lowers the peak by 0.4\%. The resistance term, $\rho=0.0056$, lowers it by another $0.0056\times0.736=0.4\%$. Together they give 40.5 rad/s. For the crossing, (\ref{recip}) gives $1/(1.0016/0.9014+0.0056)=0.895$.

The direct reading is $\omega_pr=7.48$ and $\omega_p(1-r)=33.0\ \mathrm{s^{-1}}$, against the true 5 and 20. The corrected reading (\ref{read}) gives $K_t=6.75$ and $K_r=33.87\ \mathrm{s^{-1}}$. With $y=0.2$ and $m=17.54\ \mathrm{s^{-1}}$, (\ref{recover}) yields
\begin{equation}
k_r=33.87-0.8\times17.54=19.8\ \mathrm{s^{-1}},\qquad
k_t=\frac{19.84}{4}=4.96\ \mathrm{s^{-1}},
\end{equation}
and $\beta=0.51$. Both rate constants are 0.8\% below their inputs, because (\ref{read}) does not correct for $\rho$. This error grows quickly with light; for an operating point with the same two constants, at $100\ \mathrm{\mu A/cm^2}$ the same recipe returns $k_t=3.2$ and $k_r=12.6\ \mathrm{s^{-1}}$, so it should not be used there as it stands. The remedy is to subtract $\rho=(1-y)J_0gR/V_T$ from the measured $\delta J/\delta j$, as (\ref{recip}) suggests, before reading the semicircle. That brings the results to within about 1\% of 5 and $20\ \mathrm{s^{-1}}$, but it requires the absolute modulation depth of the hole current.

The table below isolates the error of the direct reading by setting the true constants to 5 and $20\ \mathrm{s^{-1}}$ at every light level. Its rows are separate operating points, not one electrode under changing light: by Gauss's law $V_s$ and $V_H$ cannot both stay fixed while $Q_0$ changes, so for $\beta\neq0$ at least one constant moves. If the worked electrode is held at fixed applied voltage with constant capacitances, its steady state at $100\ \mathrm{\mu A/cm^2}$ has $k_t=9.7$, $k_r=76\ \mathrm{s^{-1}}$ and $\lambda=2.0$ rather than 7, and the direct reading returns 21.6 and $213\ \mathrm{s^{-1}}$. With the constants set to 5 and $20\ \mathrm{s^{-1}}$:
\begin{center}
\begin{tabular}{ccc}
$J_0$ ($\mathrm{\mu A/cm^2}$) & apparent $k_t$ ($\mathrm{s^{-1}}$) & apparent $k_r$ ($\mathrm{s^{-1}}$)\\
0.1 & 5.56 & 19.5\\
1 & 5.73 & 20.8\\
10 & 7.48 & 33.0\\
100 & 24.8 & 148
\end{tabular}
\end{center}
Weak light does not remove the whole error. For small $\tau$ the apparent transfer rate is $Ka/g=K_t/g$, which tends to $5/0.901=5.55\ \mathrm{s^{-1}}$ as $\lambda\to0$.

\section{What the model leaves out}

\textit{Hole collection.} If holes are collected from the depletion layer alone and light penetrates 100 nm, $J\propto1-e^{-W/100\,\mathrm{nm}}$ depends on $V_s$. Since $\delta V_s=-\delta Q/C$, this acts as an added recombination rate $(J_0/C)\,d\ln J/dV_s=0.45\ \mathrm{s^{-1}}$. Left uncorrected, it raises the recovered $k_r$ by about 2\% of its input.

\textit{Tunnelling.} The surface field is 0.73 MV/cm. A semiclassical transmission through the parabolic barrier, integrated numerically over a Boltzmann distribution with the free-electron mass, makes electron arrival fall by a factor $e$ per 27.8 mV of band bending instead of 25.7 mV. For this assumed mass the feedback part of $K_r$ shrinks by 8\%, or about $1.1\ \mathrm{s^{-1}}$, so (\ref{recover}) would return $k_r$ about 5\% low.

\textit{Uneven surfaces.} Let $K_r$ vary over independent patches with a log-normal width of 0.7 in $\ln K_r$ and median $34.0\ \mathrm{s^{-1}}$. Averaging $H_0$ by Gauss--Hermite quadrature lowers the peak to 0.88 of half the chord and moves it to $1.09K$, with $K$ taken at the median. A flattened arc is therefore a warning that one pair of constants may not describe the surface.

\textit{Electron supply.} Surface electrons stay in equilibrium with the bulk only if the recombination current is small against what the barrier can supply, roughly $\mu_n n_sF$, with $\mu_n$ the electron mobility, $n_s=Ne^{-V_s/V_T}$ and $F$ the surface field. For an assumed mobility of $0.1\ \mathrm{cm^2/Vs}$ this is about $400\ \mathrm{\mu A/cm^2}$, against recombination currents of 8 and $80\ \mathrm{\mu A/cm^2}$ at $J_0=10$ and $100\ \mathrm{\mu A/cm^2}$. For $0.01\ \mathrm{cm^2/Vs}$ it is only about $40\ \mathrm{\mu A/cm^2}$: equilibrium is then a rough approximation in the worked example, and the case at $100\ \mathrm{\mu A/cm^2}$ cannot be sustained at the assumed band bending. If $f$ is the ratio of the recombination current to this supply, the surface electrons are depleted by the factor $1-f$ and $K_r=k_r(1-f+\lambda)$, so (\ref{recover}) returns $k_r$ low by the fraction $f$: about 2\% and 19\% at the two light levels for $0.1\ \mathrm{cm^2/Vs}$, and 19\% already in the worked example for $0.01\ \mathrm{cm^2/Vs}$. The strong-light recovery thus needs a mobility well above $0.1\ \mathrm{cm^2/Vs}$.

\textit{Smaller effects.} For the same mass and a parabolic band, the donor density is 0.4 of the effective density of states, and degeneracy shifts the bulk Fermi level by 3.6 mV. This changes the size of $k_r$ but not the exponential slope at the depleted surface. With an assumed hole mobility of $0.01\ \mathrm{cm^2/Vs}$ the transit time $W^2/(\mu V_s)$ is 0.34 ns, negligible at these frequencies.

Beside a real hematite electrode, the chosen hole current is low: under full sunlight photocurrents are roughly of order $1\ \mathrm{mA/cm^2}$. With the rate constants held fixed, a hole current $J_0$ of that size would give $\lambda\approx70$ and a surface-charge voltage near 1.8 V, more than the assumed band bending, so the operating point could not stay as set. At fixed applied voltage the feedback limits itself: the rates rise with the stored charge, and the same model gives only $\lambda\approx3.8$ at that current. Real electrodes are often rough or porous, and water oxidation takes several holes per molecule, so first-order transfer is the assumption most open to doubt. If instead $J_t\propto Q^n$ and $k_t$ denotes $J_t/Q$ at the operating point, differentiation gives $K_t=k_t(n+\beta\lambda)$. Equation (\ref{recover}) still returns $k_r$ and $k_t$, but the apparent $\beta$ becomes $\beta+(n-1)/\lambda$. For $n=2$ in this example it is 1.9 instead of 0.5. A recovered $\beta$ that changes with light intensity can thus be a sign of a transfer law that is not first order, though the neglected term $\rho$, which grows with the light, also makes it drift.
